# The Dyson equation for structural Green functions and its closure on perturbed sites: verification in Python

```python
"""
Result under test: structural Green functions obey G = G0 + G0 (t - t0) G,
and this equation closes on the sites where t differs from the host t0.
Units: hbar^2/2m = 1, energies in Ry, lengths in bohr, (E - H) G = delta.
J, H : regular and outgoing free waves with G_free = sum_L H_L(r>) J_L(r<)
g    : free structure constants, H_L'(r + X) = sum_L J_L(r) g_LL'(X)
t    : single-site scattering matrix, regular solution R = J + H t outside
1D chain: L = (even, odd), a complete set. 3D cluster: L = (l, m), l <= lmax.
"""
from math import factorial
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigvalsh
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn, lpmv

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]
a, b = 4.0, 1.0                  # lattice constant, half-width of a well
HOST = 1.0                       # depth of a host well
IMPURITY = {0: 1.8, 1: 0.6}      # depths of the two altered wells
E = 0.5 + 0.05j


def match(f, df, J, dJ, H, dH):
    """t and single-site denominator from continuity at the well edge."""
    denominator = f * dH - df * H
    return (df * J - f * dJ) / denominator, denominator


def free_waves(x, energy):
    kap = np.sqrt(complex(energy))
    J = np.array([np.cos(kap * x), np.sin(kap * x)])
    H = np.exp(1j * kap * abs(x)) / (2j * kap) * np.array([1, -1j * np.sign(x)])
    return J, H


def inner_waves(x, energy, depth):
    p = np.sqrt(complex(energy + depth))
    return np.array([np.cos(p * x), np.sin(p * x) / p])


def single_site(energy, depth):
    kap, p = np.sqrt(complex(energy)), np.sqrt(complex(energy + depth))
    J, H = free_waves(b, energy)
    dJ = kap * np.array([-np.sin(kap * b), np.cos(kap * b)])
    f = inner_waves(b, energy, depth)
    df = np.array([-p * np.sin(p * b), np.cos(p * b)])
    return match(f, df, J, dJ, H, 1j * kap * H)


def regular(x, energy, depth):
    t, _ = single_site(energy, depth)
    if abs(x) >= b:
        J, H = free_waves(x, energy)
        return J + H * t
    J, H = free_waves(b, energy)
    scale = (J + H * t) / inner_waves(b, energy, depth)
    return scale * inner_waves(x, energy, depth)


def host_matrix(energy, sites, nk=600):
    """Host structural Green function of the infinite chain, zone average."""
    kap = np.sqrt(complex(energy))
    k = 2 * np.pi / a * np.arange(nk) / nk
    zp, zm = np.exp(1j * (kap - k) * a), np.exp(1j * (kap + k) * a)
    P = np.array([[1, -1j], [1j, 1]])
    gk = ((zp / (1 - zp))[:, None, None] * P
          + (zm / (1 - zm))[:, None, None] * P.conj()) / (2j * kap)
    t0, _ = single_site(energy, HOST)
    Gk = np.linalg.solve(np.eye(2) - gk * t0, gk)
    out = np.zeros((2 * len(sites), 2 * len(sites)), complex)
    for i, n in enumerate(sites):
        for j, m in enumerate(sites):
            phase = np.exp(1j * k * (n - m) * a)[:, None, None]
            out[2*i:2*i+2, 2*j:2*j+2] = (phase * Gk).mean(axis=0)
    return out


def delta_t(energy, cluster):
    t0, _ = single_site(energy, HOST)
    return np.concatenate([single_site(energy, IMPURITY.get(n, HOST))[0] - t0
                           for n in cluster])


def structural(energy, sites, cluster):
    """Solve on the cluster only, then obtain all blocks by multiplication."""
    G0 = host_matrix(energy, sites)
    idx = [2 * sites.index(n) + s for n in cluster for s in (0, 1)]
    dt = delta_t(energy, cluster)
    G0c = G0[np.ix_(idx, idx)]
    Gc = np.linalg.solve(np.eye(len(idx)) - G0c * dt, G0c)
    T = np.diag(dt) + dt[:, None] * Gc * dt
    return G0, G0 + G0[:, idx] @ T @ G0[idx, :], Gc, idx


def assembled_green(G, sites, n, x, m, y, depths):
    """Full G(x + R_n, y + R_m); if n == m then |x| >= b and |x| >= |y|."""
    i, j = 2 * sites.index(n), 2 * sites.index(m)
    Rx = regular(x, E, depths.get(n, HOST))
    Ry = regular(y, E, depths.get(m, HOST))
    value = Rx @ G[i:i+2, j:j+2] @ Ry
    if n == m:
        value += free_waves(x, E)[1] @ Ry
    return value


# ---- direct solution of the Schroedinger equation -------------------------
EDGES = np.array([n * a + s * b for n in range(-8, 10) for s in (-1, 1)])


def propagate(state, x0, x1, energy, depths):
    lo, hi = min(x0, x1), max(x0, x1)
    inside = sorted(e for e in EDGES if lo < e < hi)
    path = [x0] + (inside if x1 > x0 else inside[::-1]) + [x1]
    for u, v in zip(path[:-1], path[1:]):
        mid = 0.5 * (u + v)
        n = int(np.floor(mid / a + 0.5))
        depth = depths.get(n, HOST) if abs(mid - n * a) < b else 0.0
        q, d = np.sqrt(complex(energy + depth)), v - u
        step = np.array([[np.cos(q * d), np.sin(q * d) / q],
                         [-q * np.sin(q * d), np.cos(q * d)]])
        state = step @ state
    return state


def direct_green(x, y, energy, depths):
    left, right = -5.5 * a, 6.5 * a
    M = propagate(np.eye(2, dtype=complex), left, left + a, energy, {})
    lam, vec = np.linalg.eig(M)
    from_left = vec[:, np.argmax(abs(lam))]    # decays towards -infinity
    from_right = vec[:, np.argmin(abs(lam))]   # decays towards +infinity
    lo, hi = min(x, y), max(x, y)
    L = propagate(from_left, left, lo, energy, depths)
    R_hi = propagate(from_right, right, hi, energy, depths)
    R_lo = propagate(from_right, right, lo, energy, depths)
    return L[0] * R_hi[0] / (L[0] * R_lo[1] - L[1] * R_lo[0])


print(f"lattice constant {a} bohr, well half-width {b} bohr")
print(f"well depths: host {HOST}, site 0 {IMPURITY[0]}, site 1 {IMPURITY[1]} Ry")
print(f"energy E = {E:.3f} Ry")

# t from matching against its definition as an integral over the well
nodes, weights = np.polynomial.legendre.leggauss(30)
for name, depth in (("host", HOST), ("site 0", 1.8), ("site 1", 0.6)):
    t, _ = single_site(E, depth)
    integral = sum(w * b * free_waves(b * u, E)[0] * (-depth)
                   * regular(b * u, E, depth) for u, w in zip(nodes, weights))
    assert np.allclose(t, integral, atol=1e-11)
    print(f"t {name}: even {t[0]:.5f}, odd {t[1]:.5f} Ry bohr")

sites = list(range(-3, 5))
G0, G, Gc, idx = structural(E, sites, [0, 1])
assert np.allclose(G[np.ix_(idx, idx)], Gc, atol=1e-11)
print(f"unknown block on the cluster: {len(idx)} x {len(idx)}")
print(f"even-even element at site 0: host {G0[idx[0], idx[0]]:.6f}, "
      f"perturbed {Gc[0, 0]:.6f} 1/(Ry bohr)")

# full Green function against the direct solution
print("G(x+R_n, y+R_m) in 1/(Ry bohr): host | perturbed | direct perturbed")
points = [(0, 1.5, 0, 0.4), (0, 1.5, 0, 1.5), (0, 0.3, 1, -0.6),
          (1, 0.7, 3, 1.2), (-3, 0.5, 4, -0.2), (-2, 1.4, -2, 0.3)]
worst = 0.0
for n, x, m, y in points:
    host = assembled_green(G0, sites, n, x, m, y, {})
    pert = assembled_green(G, sites, n, x, m, y, IMPURITY)
    ref0 = direct_green(x + n * a, y + m * a, E, {})
    ref = direct_green(x + n * a, y + m * a, E, IMPURITY)
    worst = max(worst, abs(host - ref0), abs(pert - ref))
    print(f" n={n} x={x} m={m} y={y}: {host:.6f} | {pert:.6f} | {ref:.6f}")
    if (n, x) == (m, y):
        print(f"  local density of states there: host {-host.imag/np.pi:.6f}, "
              f"perturbed {-pert.imag/np.pi:.6f} 1/(Ry bohr)")
assert worst < 1e-9
print(f"largest deviation from direct solution {worst:.1e} 1/(Ry bohr)")

# extra unperturbed sites change nothing; a missing perturbed site does
G_large = structural(E, sites, list(range(-2, 4)))[1]
assert np.allclose(G_large, G, atol=1e-11)
G_small = structural(E, sites, [0])[1]
i0 = slice(idx[0], idx[0] + 2)
miss = np.linalg.norm(G_small[i0, i0] - G[i0, i0]) / np.linalg.norm(G[i0, i0])
assert miss > 1e-3
print(f"relative error of site-0 block if site 1 is left out: {miss:.4f}")
for n in (-3, -1, 2, 4):
    s = slice(2 * sites.index(n), 2 * sites.index(n) + 2)
    change = np.linalg.norm(G[s, s] - G0[s, s])
    assert change > 1e-6
    print(f"norm of G - G0 at unperturbed site {n}: {change:.5f} 1/(Ry bohr)")

# ---- bound level below the host band --------------------------------------


def trace_minus_two(energy):
    M = propagate(np.eye(2, dtype=complex), -a / 2, a / 2, energy, {})
    return np.trace(M).real - 2


def level_function(energy):
    """det(1 - G0 dt) with the poles of the isolated-well t removed."""
    G0c = host_matrix(energy, [0, 1], nk=300)
    value = np.linalg.det(np.eye(4) - G0c * delta_t(energy, [0, 1]))
    for depth in IMPURITY.values():
        value *= np.prod(single_site(energy, depth)[1]
                         / single_site(energy, HOST)[1])
    assert abs(value.imag) < 1e-8 * (1 + abs(value))
    return value.real


bottom = brentq(trace_minus_two, -0.95, -0.45)
level = brentq(level_function, -1.75, bottom - 0.05, xtol=1e-12)
isolated = brentq(lambda e: single_site(e, IMPURITY[0])[1][0].real, -1.7, -0.5)
cells, mmax = 12, 400
length = cells * a
m = np.arange(-mmax, mmax + 1)
q = 2 * np.pi * (m[:, None] - m[None, :]) / length
form = 2 * b / length * np.sinc(q * b / np.pi)
V = -sum(IMPURITY.get(n, HOST) * np.exp(-1j * q * n * a)
         for n in range(cells)) * form
supercell = eigvalsh(V + np.diag((2 * np.pi * m / length) ** 2),
                     subset_by_index=[0, 0])[0]
assert abs(level - supercell) < 1e-5   # plane-wave cut-off error is about 1e-6
print(f"bottom of host band {bottom:.6f} Ry")
print(f"level of isolated well of site 0 {isolated:.6f} Ry")
print(f"impurity level from determinant {level:.6f} Ry = {level*RY_EV:.4f} eV")
print(f"impurity level from supercell diagonalization {supercell:.6f} Ry")

# ---- three dimensions -----------------------------------------------------
kap3 = np.sqrt(E)


def waves3(v, lmax):
    """J_L, H_L and real harmonics Y_L at the points v, shape (L, points)."""
    r = np.linalg.norm(v, axis=1)
    c, phi = v[:, 2] / r, np.arctan2(v[:, 1], v[:, 0])
    J, H, Y = [], [], []
    for l in range(lmax + 1):
        j = spherical_jn(l, kap3 * r)
        h = j + 1j * spherical_yn(l, kap3 * r)
        for mm in range(-l, l + 1):
            k = abs(mm)
            norm = np.sqrt((2*l + 1) / (4*np.pi) * factorial(l-k) / factorial(l+k))
            ang = (1.0 if mm == 0 else np.sqrt(2) *
                   (np.cos(k * phi) if mm > 0 else np.sin(k * phi)))
            y = norm * lpmv(k, l, c) * ang
            Y.append(y)
            J.append(j * y)
            H.append(-1j * kap3 * h * y)
    return np.array(J), np.array(H), np.array(Y)


cz, wz = np.polynomial.legendre.leggauss(14)
ph = 2 * np.pi * np.arange(28) / 28
C, PH = np.meshgrid(cz, ph, indexing="ij")
S = np.sqrt(1 - C**2)
sphere = np.stack([S * np.cos(PH), S * np.sin(PH), C], axis=-1).reshape(-1, 3)
wsphere = np.repeat(wz, 28) * 2 * np.pi / 28


def g3(X, lmax):
    """Structure constants by projecting H_L'(r + X) on the unit sphere."""
    Y = waves3(sphere, lmax)[2]
    H = waves3(sphere + X, lmax)[1]
    radial = np.concatenate([[spherical_jn(l, kap3)] * (2*l + 1)
                             for l in range(lmax + 1)])
    return (Y * wsphere) @ H.T / radial[:, None]


X = 4.0 * np.array([1, 2, 2]) / 3
r1, r2 = np.array([[-0.3, -0.5, -0.5]]), np.array([[0.2, 0.5, 0.4]])
dist = np.linalg.norm(r1[0] + X - r2[0])
exact = -np.exp(1j * kap3 * dist) / (4 * np.pi * dist)
errors = []
for lmax in (2, 4, 6):
    two_centre = waves3(r1, lmax)[0][:, 0] @ g3(X, lmax) @ waves3(r2, lmax)[0][:, 0]
    errors.append(abs(two_centre / exact - 1))
    print(f"3D two-centre expansion, lmax {lmax}: relative error {errors[-1]:.1e}")
assert errors[2] < 1e-3 and errors[2] < errors[0] / 10

radius, lmax = 1.5, 2
nL = (lmax + 1) ** 2
cube = 4.0 * np.array([[i, j, k] for i in (0, 1) for j in (0, 1) for k in (0, 1)])
ns = len(cube)
g = np.zeros((ns * nL, ns * nL), complex)
for i in range(ns):
    for j in range(ns):
        if i != j:
            g[i*nL:(i+1)*nL, j*nL:(j+1)*nL] = g3(cube[i] - cube[j], lmax)


def t3(depth):
    p, out = np.sqrt(E + depth), []
    for l in range(lmax + 1):
        J = spherical_jn(l, kap3 * radius)
        dJ = kap3 * spherical_jn(l, kap3 * radius, derivative=True)
        H = -1j * kap3 * (J + 1j * spherical_yn(l, kap3 * radius))
        dH = -1j * kap3 * (dJ + 1j * kap3 *
                           spherical_yn(l, kap3 * radius, derivative=True))
        f = spherical_jn(l, p * radius)
        df = p * spherical_jn(l, p * radius, derivative=True)
        out += [match(f, df, J, dJ, H, dH)[0]] * (2*l + 1)
    return np.array(out)


depths3 = np.full(ns, 1.0)
t_host = np.concatenate([t3(d) for d in depths3])
depths3[0], depths3[3] = 0.0, 2.0        # a vacancy and a deeper well
t_new = np.concatenate([t3(d) for d in depths3])
one = np.eye(ns * nL)
G0_3 = np.linalg.solve(one - g * t_host, g)
assert np.allclose(np.linalg.inv(one - g * t_host), one + G0_3 * t_host, atol=1e-10)
full = np.linalg.solve(one - g * t_new, g)
pick = np.r_[0:nL, 3*nL:4*nL]
block0 = G0_3[np.ix_(pick, pick)]
small = np.linalg.solve(np.eye(2*nL) - block0 * (t_new - t_host)[pick], block0)
assert np.allclose(small, full[np.ix_(pick, pick)], atol=1e-10)
assert abs(small[0, 0] - block0[0, 0]) > 1e-6
print(f"3D cube: {ns} wells, edge 4.0 bohr, radius {radius} bohr, lmax {lmax}")
print(f"3D depths: host 1.0, vacancy {depths3[0]}, deeper well {depths3[3]} Ry")
print(f"3D ss element at vacancy, host: {block0[0, 0]:.7f} 1/(Ry bohr^3)")
print(f"3D same, full {ns*nL} x {ns*nL}: {full[0, 0]:.7f} 1/(Ry bohr^3)")
print(f"3D same, cluster {2*nL} x {2*nL}: {small[0, 0]:.7f} 1/(Ry bohr^3)")
print("all assertions hold")
```

Output:

```
lattice constant 4.0 bohr, well half-width 1.0 bohr
well depths: host 1.0, site 0 1.8, site 1 0.6 Ry
energy E = 0.500+0.050j Ry
t host: even -0.70009-0.55359j, odd -0.39316-0.15804j Ry bohr
t site 0: even -0.70644-0.82272j, odd -0.66764-0.69140j Ry bohr
t site 1: even -0.60631-0.32645j, odd -0.21513-0.05287j Ry bohr
unknown block on the cluster: 4 x 4
even-even element at site 0: host 0.217434+0.206834j, perturbed 0.281167+0.156734j 1/(Ry bohr)
G(x+R_n, y+R_m) in 1/(Ry bohr): host | perturbed | direct perturbed
 n=0 x=1.5 m=0 y=0.4: 0.317034-0.453505j | 0.571041-0.501672j | 0.571041-0.501672j
 n=0 x=1.5 m=0 y=1.5: -0.272970-1.121377j | 0.166971-0.976262j | 0.166971-0.976262j
  local density of states there: host 0.356945, perturbed 0.310754 1/(Ry bohr)
 n=0 x=0.3 m=1 y=-0.6: 0.263843+0.054829j | 0.261948+0.138352j | 0.261948+0.138352j
 n=1 x=0.7 m=3 y=1.2: 0.510306-0.165238j | 0.426040+0.063970j | 0.426040+0.063970j
 n=-3 x=0.5 m=4 y=-0.2: -0.051173-0.063182j | -0.015602-0.077244j | -0.015602-0.077244j
 n=-2 x=1.4 m=-2 y=0.3: 0.336247-0.349110j | 0.203200-0.361235j | 0.203200-0.361235j
largest deviation from direct solution 1.4e-15 1/(Ry bohr)
relative error of site-0 block if site 1 is left out: 0.2875
norm of G - G0 at unperturbed site -3: 0.31442 1/(Ry bohr)
norm of G - G0 at unperturbed site -1: 0.60591 1/(Ry bohr)
norm of G - G0 at unperturbed site 2: 0.48921 1/(Ry bohr)
norm of G - G0 at unperturbed site 4: 0.25386 1/(Ry bohr)
bottom of host band -0.580847 Ry
level of isolated well of site 0 -1.047284 Ry
impurity level from determinant -1.051940 Ry = -14.3124 eV
impurity level from supercell diagonalization -1.051939 Ry
3D two-centre expansion, lmax 2: relative error 3.8e-02
3D two-centre expansion, lmax 4: relative error 1.4e-03
3D two-centre expansion, lmax 6: relative error 6.2e-05
3D cube: 8 wells, edge 4.0 bohr, radius 1.5 bohr, lmax 2
3D depths: host 1.0, vacancy 0.0, deeper well 2.0 Ry
3D ss element at vacancy, host: -0.1134053+0.0150242j 1/(Ry bohr^3)
3D same, full 72 x 72: -0.1177131+0.0296385j 1/(Ry bohr^3)
3D same, cluster 18 x 18: -0.1177131+0.0296385j 1/(Ry bohr^3)
all assertions hold
```
